\section*{Percolation threshold of sodium bond-valence mismatch in a periodic silicate}

\section{A threshold that measures the grid}

Take a periodic silicate framework, compute the bond-valence sum of a sodium ion at every voxel, and raise the allowed mismatch until the accessible voxels connect around the cell. For one ordered framework treated below, grids of 12, 18, 24 and 36 voxels per edge give thresholds of 0.37, 0.22, 0.19 and 0.11. Each could be mistaken for a property of the structure. The continuum threshold is zero, and all four numbers are discretization error. For a denser framework the same procedure converges to a positive number. A criterion is needed to separate the two cases, together with error bounds for each.

\section{The quantities}

Let $\mathbf r_j$ run over all oxygen positions, periodic images included. The bond-valence sum of sodium at $\mathbf r$ is
\begin{equation}
V(\mathbf r)=\sum_j s_j,\qquad s_j=\exp\frac{R_0-|\mathbf r-\mathbf r_j|}{b},
\label{V}
\end{equation}
with rough typical values $R_0=0.180$ nm and $b=0.037$ nm. Sodium has formal valence 1, so the mismatch is
\begin{equation}
m(\mathbf r)=|V(\mathbf r)-1| .
\end{equation}
Both quantities are in valence units; $m$ is not an energy. The framework is rigid, the cell is orthogonal, and silicon enters only by fixing the oxygen positions.

A region \emph{wraps} if it contains a closed path on the periodic cell whose continuation in infinite space ends in a different cell. The difference of cell indices is the winding $\mathbf w\ne0$. The threshold $t_*$ is the infimum of those $t$ for which $\{m\le t\}$ wraps in any direction.

Touching two opposite faces is not sufficient. A channel may leave through the right face at one height and enter through the left face at another. Periodicity identifies points of equal height, so its ends do not meet. On a $6^3$ test grid such a channel had cost 0 and its surroundings cost 1. The flood described next returned threshold 1 for the broken channel and 0 once its ends were joined.

\section{Flooding with cell shifts}

Voxels are inserted in order of increasing cost and joined to those of their six face neighbours already present. Connected voxels form a tree with a root. Each voxel $i$ also stores
\begin{equation}
\mathbf s_i=\mathbf n_i-\mathbf n_{\mathrm{root}(i)},
\end{equation}
where $\mathbf n_i$ is the index of the cell that $i$ occupies when the tree is unfolded in infinite space. An edge from $i$ to $k$ has crossing vector $\mathbf c$: zero inside the cell, and $\pm1$ along an axis if the edge passes through a periodic face. It requires
\begin{equation}
\mathbf n_k=\mathbf n_i+\mathbf c .
\label{edge}
\end{equation}

If the roots $A$ of $i$ and $B$ of $k$ differ, substitute $\mathbf n_i=\mathbf n_A+\mathbf s_i$ and $\mathbf n_k=\mathbf n_B+\mathbf s_k$ into \eqref{edge}:
\begin{equation}
\mathbf n_B-\mathbf n_A=\mathbf s_i+\mathbf c-\mathbf s_k .
\end{equation}
This is the shift stored when $B$ is attached to $A$. If the roots coincide, the left side must vanish, and the edge closes a loop with winding
\begin{equation}
\mathbf w=\mathbf s_i+\mathbf c-\mathbf s_k .
\label{w}
\end{equation}

The first nonzero $\mathbf w$ gives the grid threshold. It exhibits a wrapping loop. Conversely, while every $\mathbf w$ has been zero, all present edges satisfy \eqref{edge} with a single set of indices. Adding $\mathbf c=\mathbf n_k-\mathbf n_i$ around any closed path then gives zero, so nothing wraps yet.

For transport across a film in the $z$ direction, only the $z$ components in \eqref{w} are kept and the flood stops when $w_z\ne0$. That threshold cannot be lower than the one for any direction, because its stopping condition is stricter.

\section{The continuum threshold}

Define two one-sided levels:
\begin{align}
U&=\inf\{c:\{V\le c\}\text{ wraps}\},\\
L&=\sup\{c:\{V\ge c\}\text{ wraps}\}.
\end{align}
The first concerns channels of low valence, the second the framework of high valence.

Consider a level $c$ at which $\{V=c\}$ is a smooth surface. Almost every level qualifies; the cusps of $V$ lie at the oxygen sites and affect only the levels reached there. Suppose no component of this surface wraps. Each component then unfolds into separate, closed, bounded surfaces in infinite space, and each of these has an inside and an outside. Let $E$ be the set of points outside all of them.

The set $E$ is connected. To join two of its points, draw a straight line. Wherever the line enters an outermost closed surface, replace the part up to its last exit by a detour just outside that surface, which is possible because the surface is connected. Since $E$ is also periodic, a point can be joined to its own translate within $E$, so $E$ wraps. No level surface crosses $E$, so $V-c$ has one sign there. Points of the other sign are confined to bounded bodies and cannot wrap. Two conclusions follow.

\begin{enumerate}
\item At least one of $\{V\le c\}$ and $\{V\ge c\}$ wraps. If the level surface itself wraps, both do. Hence $U\le L$: a smooth level with $L<c<U$ would leave neither side wrapping.
\item If both $\{V<c\}$ and $\{V>c\}$ wrap, the surface $\{V=c\}$ wraps. This holds for every smooth level with $U<c<L$.
\end{enumerate}

Assume $U<L$, as in the frameworks below. If $t<U-1$, the band $1-t\le V\le1+t$ lies in $\{V\le1+t\}$ with $1+t<U$, and cannot wrap. If $t<1-L$, it lies in $\{V\ge1-t\}$ with $1-t>L$, and cannot wrap either. Now let $t$ exceed 0, $U-1$ and $1-L$. Then
\begin{equation}
\max(1-t,U)<\min(1+t,L),
\end{equation}
since each entry on the left is smaller than each on the right. The band therefore contains a smooth level between $U$ and $L$, whose surface wraps. Thus
\begin{equation}
\boxed{t_*=\max(0,\;U-1,\;1-L)} .
\label{tstar}
\end{equation}

The threshold is the distance from the ideal valence 1 to the interval $[U,L]$. When 1 lies inside, the surface $V=1$ lines a connected channel, and an ion can follow this wall with arbitrarily small mismatch. The channel centre may be strongly underbonded; the path does not have to visit it.

A field with known levels checks this result. Let $f=\cos x+\cos y+\cos z$ with period $2\pi$. A path winding in $x$ must cross $x=0$, where $f=1+\cos y+\cos z\ge-1$; the other axes are equivalent. The line $(x,\pi,\pi)$ attains this bound, so $U=-1$. Shifting every coordinate by $\pi$ reverses the sign of $f$, so $L=1$. For ideal values $-1.5$, $0.3$ and $2$ in place of 1, the thresholds should be $0.5$, $0$ and $1$. Since $|\nabla f|\le\sqrt3$ and the half-diagonal of a voxel is $\sqrt3\,\pi/N$, the grid excess should not exceed $3\pi/N$. Floods with $N=16$ and $32$ satisfied this bound for all three values.

\section{Error bounds}

\subsection{Strict bounds}

Moving a point by $\delta$ changes each oxygen distance by at most $\delta$, so every term of \eqref{V} changes by at most a factor $e^{\delta/b}$. All terms are positive, hence
\begin{equation}
V(\mathbf r)e^{-\delta/b}\le V(\mathbf r')\le V(\mathbf r)e^{\delta/b},
\qquad \delta=|\mathbf r-\mathbf r'| .
\label{lip}
\end{equation}

Let $h$ be the largest grid spacing, $\rho$ the half-diagonal of a voxel, and $U_h$ the one-sided grid threshold. Every point on an edge of the grid path is within $h/2$ of a node with $V\le U_h$, so $U\le U_he^{h/2b}$. Conversely, take a continuum loop with $V<U+\epsilon$. This set is open, so the loop can be shifted slightly to pass from voxel to voxel through faces. The voxel centres it visits form a grid loop, each centre within $\rho$ of the path. Letting $\epsilon\to0$ gives
\begin{equation}
U_he^{-\rho/b}\le U\le U_he^{h/2b}.
\label{bracket}
\end{equation}
The edge argument applied to $\{V\ge c\}$ gives $L\ge L_he^{-h/2b}$.

For the band flood with threshold $t_h$, take a continuum loop of mismatch at most $t>t_*$ and set $x=\rho/b$. At the visited centres
\begin{equation}
(1-t)e^{-x}\le V\le(1+t)e^x .
\end{equation}
The lower inequality also holds for $t>1$, because $V>0$. The upper deviation from 1 is the larger of the two:
\begin{align}
&\bigl[(1+t)e^x-1\bigr]-\bigl[1-(1-t)e^{-x}\bigr]\nonumber\\
&\qquad=2(\cosh x-1)+2t\sinh x\ge0 .
\end{align}
Letting $t\to t_*$, and repeating the argument along grid edges with $h/2$ in place of $\rho$,
\begin{align}
t_h&\le(1+t_*)e^{\rho/b}-1,\\
t_*&\le(1+t_h)e^{h/2b}-1 .
\end{align}
When $t_*=0$, the first bound is $\rho/b$ to leading order. The error is therefore at most first order in the spacing, measured against the short length $b$.

\subsection{Second order at a saddle}

The one-sided level $U$ behaves better. As $c$ rises, the connectivity of $\{V\le c\}$ changes only at critical points of $V$. A new loop appears at a nondegenerate critical point with one descending direction, where two parts of the region meet. Near such a saddle, let $q$ be the coordinate along the descending direction and $\boldsymbol\eta$ the displacement across it:
\begin{equation}
V=U-\tfrac12|\lambda_1|q^2
+\tfrac12\boldsymbol\eta^{T}H_\perp\boldsymbol\eta+\cdots .
\end{equation}
Nodes can follow the line $\boldsymbol\eta=0$ to within $\rho$, so $U_h-U\le\frac12\Lambda\rho^2$ to leading order, where $\Lambda$ is the larger eigenvalue of $H_\perp$. In the other direction, let $V$ have its maximum on a grid edge between two nodes. Its slope along the edge vanishes there and the nearer node is at most $h/2$ away. If $K$ bounds the second derivative along the path edges, that node lies at most $Kh^2/8$ below the maximum, so $U-U_h\le Kh^2/8$. Both errors are of second order.

The saddle can be refined by solving $\nabla V=0$ from starting points around the last inserted voxel. With $r_j=|\mathbf r-\mathbf r_j|$ and $\mathbf e_j=(\mathbf r-\mathbf r_j)/r_j$, we have $\nabla r_j=\mathbf e_j$, and the derivative of $\mathbf e_j$ is $(I-\mathbf e_j\mathbf e_j^T)/r_j$. The product rule gives
\begin{align}
\nabla V&=-\frac1b\sum_js_j\mathbf e_j,\\
H&=\sum_js_j\left[\frac{\mathbf e_j\mathbf e_j^T}{b^2}
-\frac{I-\mathbf e_j\mathbf e_j^T}{b\,r_j}\right].
\end{align}
A solution is accepted if $H$ has one negative eigenvalue. Refinement removes the grid error of the chosen saddle. It does not prove that the grid chose the right one; the strict guarantee remains \eqref{bracket}.

\section{Ordered frameworks: both cases}

The model framework is a diamond net of SiO$_4$ tetrahedra with Si--O length $\ell=0.160$ nm. Tetrahedra on the two silicon sublattices are rotated about $z$ by $+\varphi$ and $-\varphi$. If $\mathbf q$ is an unrotated Si--O vector, the vector between neighbouring silicons is
\begin{equation}
R(\varphi)\mathbf q+R(-\varphi)\mathbf q
=2(q_x\cos\varphi,\;q_y\cos\varphi,\;q_z),
\end{equation}
because the sine terms cancel. The cell edges are therefore $c=8\ell/\sqrt3=0.739$ nm and $a=c\cos\varphi$. Tilting compacts the net while $\ell$ and $c$ stay fixed.

Each tetrahedron stays regular, with O--O edges of length $\ell\sqrt{8/3}=0.261$ nm. On such an edge the distances to its two end oxygens add up to this length, so these two terms alone give $V\ge2e^{(0.180-0.131)/0.037}>7$. The edges of the corner-sharing tetrahedra form a wrapping network. Hence $L>7$ at every tilt, and only $U$ decides the threshold.

\begin{center}
\begin{tabular}{cccc}
$\varphi$ (deg) & density (g/cm$^3$) & $U$ & $t_*$\\
0 & 1.98 & 0.71 & 0\\
10 & 2.04 & 0.82 & 0\\
20 & 2.24 & 1.21 & 0.21\\
30 & 2.64 & 2.12 & 1.12
\end{tabular}
\end{center}

Within this family the threshold becomes positive between 10 and 20 degrees, where the narrowest passage changes from underbonded to overbonded.

The two end members can be classified strictly. At $\varphi=0$ with 36 voxels per edge, $h=0.0205$ nm and $U_h=0.740$, so $U\le0.740\,e^{0.0205/0.074}=0.98$. Also $L_h=8.28$, which gives $L\ge6.2$. The value 1 lies between them and $t_*=0$. At $\varphi=30^\circ$ the same grid has $\rho=0.0162$ nm and $U_h=2.157$, so $U\ge2.157\,e^{-0.0162/0.037}=1.39$ and the threshold is positive.

The convergence differs as the bounds suggest. At $\varphi=0$, doubling the grid from 18 to 36 reduces $t_h$ from 0.223 to 0.109, a factor of 2.0. The error of $U_h$ relative to the refined $U$ falls from 0.126 to 0.030, a factor of 4.2. At $\varphi=30^\circ$ the error of $t_h$ itself falls from 0.154 to 0.033, a factor of 4.6.

In this dense case the band flood and the one-sided flood give the same threshold, for a simple reason. The band lies inside $\{V\le1+t\}$, so $t_h\ge U_h-1$ on any grid. If $U_h\ge2$, then at $t=U_h-1\ge1$ the lower limit $1-t$ is not positive and excludes nothing, since $V>0$. The band then equals the one-sided region and wraps, so $t_h=U_h-1$. The slow, roughly first-order convergence appears when the path must follow a thin wall. This happens for $t_*=0$, and also for a small positive $t_*$ as long as the band is thin compared with $\rho/b$. At $\varphi=16^\circ$, where $t_*=0.012$, grids of 18, 36 and 72 voxels give $t_h=0.134$, $0.068$ and $0.034$, each above $U_h-1$.

\section{A disordered cell at the density of silica}

The main cell has 64 silicon and 128 oxygen atoms at $\varphi=20^\circ$, with edges $1.389\times1.389\times1.478$ nm. Each oxygen is turned about the line through its two silicon neighbours by a random angle of up to 30 degrees. Rotation about that line preserves both Si--O lengths. This is one disordered sample of a model network, not a simulated glass.

Grids of 40 and 56 voxels per edge give $U_h=1.236$ and $1.212$. Refinement from either grid gives a saddle at $V=1.182$, taken here as $U$. Several other saddles lie within 0.01 of this level, and these two grids do not settle which of them limits the path. Following each saddle downhill to its two cavities, and linking the cavities in order of saddle level, gives 1.180 for the lowest wrapping path, which winds along $y$. The corresponding levels are 1.182 along $x$ and 1.187 along $z$. Taking 1.182 for $U$ therefore shifts the threshold by only 0.002. The direction of the path is more delicate. On these two grids the first wrapping path winds along $x$. With 100 voxels per edge it winds along $y$, at $U_h=1.189$, and paths along $x$ and $z$ follow at 1.201 and 1.203. The excesses of the first two grids over the chosen saddle, 0.054 and 0.030, have ratio 1.8. This is near the second-order value $(56/40)^2=1.96$, but such ratios depend on where the nodes fall: along $x$ the excess at 100 voxels is still 0.019, twice the second-order extrapolation. Measured from 1.180, the any-direction excesses 0.056, 0.032 and 0.009 on the three grids do scale roughly as $h^2$. An independent connectivity search in a doubled cell, which detects any winding with an odd component, found such a winding on the 40-voxel grid at $U_h$ and none below it. On the 56-voxel grid $L\ge6.1$, so \eqref{tstar} gives
\begin{equation}
t_*=U-1=0.18 .
\end{equation}

The strict bracket is much wider. With $\rho=0.0219$ nm and $h=0.0264$ nm, \eqref{bracket} gives
\begin{equation}
0.66<1.212\,e^{-0.593}\le U\le1.212\,e^{0.357}<1.74 .
\end{equation}
It contains 1, so the positive sign of $t_*$ rests on the refined saddle and the agreement of the grids, not on a proof. A strict decision from this bound would need $\rho<b\ln1.182=0.0062$ nm, or about 200 voxels per edge.

Minimizing $V$ from starting points on either side of the bottleneck leads to two cavities with $V=0.71$ and $0.72$, hence mismatches of 0.29 and 0.28, larger than $t_*$. Following the gradient downhill from the saddle in small steps ends in the same two cavities, each 0.16 nm away. A path at the threshold cannot pass through such centres and must go around them. On the grids of 40 and 56 voxels $t_h$ nevertheless equals $U_h-1$ to the printed digits, so the detour does not raise the threshold.

The ordered framework of the same density has $t_*=0.21$. The random turns lower it by 0.03 in this sample, which does not establish a trend: on the 40-voxel grid four other samples give $U_h$ from about 1.217 to 1.275, against 1.266 for the ordered framework, a scatter as large as the shift.

\section{What the number can support}

The result is sensitive to $R_0$. Every term of $V$ contains the factor $e^{R_0/b}$, so $U$ scales with it and reaches 1 at
\begin{equation}
R_{0,c}=R_0-b\ln U=0.180-0.037\ln1.182=0.174\ \text{nm}.
\end{equation}
Lowering $R_0$ by slightly more than 0.006 nm removes the threshold altogether.

The real case nearest to the example is trace sodium in a thermal silica film under bias-temperature stress. The density of 2.24 g/cm$^3$ is close to the rough value of 2.2 for silica; 450 K and 1 MV/cm are rough stress conditions. A real film breaks the assumption of a rigid framework. With an assumed rough oxygen vibration of 0.010 nm per axis, independent for each atom, $V$ at the fixed bottleneck has mean 1.21 and standard deviation 0.15. The spread is comparable to $t_*$, so the mismatch at this fixed point is not sharply defined. It is not the spread of the threshold itself, which is much smaller, since the path may shift or use another passage: over twelve frozen configurations displaced in this way, $U_h$ on the 40-voxel grid has a standard deviation of only about 0.02. Relaxation of the network around the ion is a further effect, not sized here.

Mismatch also does not rank energies. With rough charges of $+2.4$ on silicon and $-1.2$ on oxygen, the unrelaxed electrostatic energy changes by $-0.24$ eV from the first cavity to the bottleneck and by $+0.02$ eV from the second. The cavities thus differ by about 0.26 eV although their valence sums differ by 0.01. For comparison, the thermal energy is 0.039 eV, and the applied field changes the ion's energy by 0.15 eV over the 1.478 nm edge. A migration barrier requires an energy model that includes short-range repulsion and relaxation. Quantum spreading is a smaller concern: the thermal wavelength of sodium, 0.017 nm, is less than half of $b$.

Silicon proximity matters most for paths along the wall. The bottleneck is 0.27 nm from the nearest silicon, but parts of the surface layer $|V-1|<0.05$ come within 0.22 nm. A minimum Na--Si distance of 0.25 nm, for example, would remove those parts and keep the bottleneck. Excluding voxels can only raise the threshold or leave it unchanged. Equation \eqref{tstar} is then a lower bound, and the band flood must be run on the remaining voxels. The numerical output lists the values for the grids of 12 to 56 voxels per edge.

\section*{Values computed for the example and the checks}
\begin{verbatim}
R0 0.180 nm, b 0.037 nm, Si-O length 0.160 nm
Ordered framework, saddle-refined U:
 tilt  0 deg: a 0.7390 nm, c 0.7390 nm, density 1.978 g/cm3, U 0.7107, t* 0.0000
 tilt 10 deg: a 0.7278 nm, c 0.7390 nm, density 2.039 g/cm3, U 0.8200, t* 0.0000
 tilt 20 deg: a 0.6944 nm, c 0.7390 nm, density 2.240 g/cm3, U 1.2148, t* 0.2148
 tilt 30 deg: a 0.6400 nm, c 0.7390 nm, density 2.637 g/cm3, U 2.1234, t* 1.1234
Grid convergence (t_h from band flood, U_h from one-sided flood):
 tilt  0 deg, 12 voxels/edge, h 0.0616 nm: t_h 0.3662, U_h 0.9936, L_h 8.041
 tilt  0 deg, 18 voxels/edge, h 0.0411 nm: t_h 0.2229, U_h 0.8365, L_h 7.591
 tilt  0 deg, 24 voxels/edge, h 0.0308 nm: t_h 0.1910, U_h 0.7703, L_h 8.224
 tilt  0 deg, 36 voxels/edge, h 0.0205 nm: t_h 0.1089, U_h 0.7404, L_h 8.280
 tilt 30 deg, 12 voxels/edge, h 0.0616 nm: t_h 1.4355, U_h 2.4355, L_h 8.241
 tilt 30 deg, 18 voxels/edge, h 0.0411 nm: t_h 1.2776, U_h 2.2776, L_h 8.429
 tilt 30 deg, 24 voxels/edge, h 0.0308 nm: t_h 1.2018, U_h 2.2018, L_h 8.404
 tilt 30 deg, 36 voxels/edge, h 0.0205 nm: t_h 1.1567, U_h 2.1567, L_h 8.434
Main cell: 64 Si, 128 O, tilt 20 deg, random turn up to 30 deg
 edges 1.3889 x 1.3889 x 1.4780 nm, density 2.240 g/cm3
 shortest O-O distance 0.2390 nm
 40 voxels/edge: U_h 1.2361, refined U 1.18171, t_h 0.2361, winding [1, 0, 0]
 56 voxels/edge: U_h 1.2116, refined U 1.18171, t_h 0.2116, winding [1, 0, 0]
 strict bracket for U: 0.6695 to 1.7308
 L_h 8.724, strict lower bound for L 6.107
 continuum threshold t* 0.18171 (valence units)
 critical R0 for U = 1: 0.17382 nm
 V in the two adjoining cavities: 0.7077, 0.7212
Neglected effects at 450 K and 1.0 MV/cm:
 rigid-ion electrostatic step, cavity 1 to bottleneck: -0.238 eV
 rigid-ion electrostatic step, cavity 2 to bottleneck: 0.017 eV
 oxygen vibration 0.010 nm/axis: V at bottleneck 1.214 mean, 0.148 spread
 nearest Si to bottleneck: 0.2732 nm
 nearest Si to the wall |V-1| < 0.05: 0.2206 nm
 thermal energy 0.0388 eV
 field energy across the 1.478 nm edge: 0.1478 eV
 thermal wavelength of Na: 0.0172 nm
\end{verbatim}
